# The Ionic Contribution to the Static Permittivity of Rocksalt MgO: a program that tests the result

```python
"""
Ionic part of the static permittivity of rocksalt MgO.

Result under test:
    delta_eps = Z^2 e^2 / (eps0 V mu w_TO^2)
Z: Born charge number; e: elementary charge; eps0: vacuum permittivity;
V: volume per Mg-O pair, a^3/4, with a the cubic lattice parameter;
mu: reduced mass of the pair; w_TO: transverse optical angular frequency.
Also tested: w_LO / w_TO = sqrt(eps_static / eps_inf), where
eps_static = eps_inf + delta_eps and eps_inf is the electronic permittivity.

The independent calculation uses an eight-ion cubic cell with springs.
It diagonalizes the dynamical matrix and solves the static force balance,
using individual masses and the full cell volume.
"""
import itertools
import numpy as np
from scipy.constants import c, e, epsilon_0, atomic_mass, pi

born_charge = 1.96
wavenumber_to = 400.0       # cm^-1
lattice_angstrom = 4.2      # rough measured value
eps_inf = 3.0               # rough measured value
mass_mg_u = 24.305
mass_o_u = 15.999
field = 1.0e8               # V/m, macroscopic field inside the oxide


def angular_frequency(wavenumber):
    return 2 * pi * c * 100 * wavenumber


def ionic_formula(charge, wavenumber, a_angstrom):
    pair_volume = (a_angstrom * 1e-10)**3 / 4
    mu = mass_mg_u * mass_o_u / (mass_mg_u + mass_o_u) * atomic_mass
    omega = angular_frequency(wavenumber)
    return (charge * e)**2 / (epsilon_0 * pair_volume * mu * omega**2)


def spring_matrix(along, across):
    """Periodic nearest-neighbour force constants of the cubic cell."""
    sites = list(itertools.product(range(2), repeat=3))
    index = {site: i for i, site in enumerate(sites)}
    matrix = np.zeros((24, 24))
    for site in sites:
        i = index[site]
        for axis in range(3):
            block = across * np.eye(3)
            block[axis, axis] = along
            for step in (-1, 1):
                other = list(site)
                other[axis] = (other[axis] + step) % 2
                j = index[tuple(other)]
                matrix[3*i:3*i+3, 3*i:3*i+3] += block
                matrix[3*i:3*i+3, 3*j:3*j+3] -= block
    signs = np.array([1 if sum(site) % 2 == 0 else -1 for site in sites])
    return matrix, signs


def active_frequency(matrix, masses, charges_x):
    """Angular frequency of the mode carrying a dipole along x."""
    root_mass = np.sqrt(masses)
    dynamical = matrix / np.outer(root_mass, root_mass)
    squares, vectors = np.linalg.eigh(dynamical)
    strengths = ((charges_x / root_mass) @ vectors)**2
    active = squares[strengths > 1e-10 * strengths.sum()]
    assert len(active) > 0
    assert np.ptp(active) < 1e-9 * active.max()
    return np.sqrt(active.mean())


def lattice_calculation(charge, wavenumber, a_angstrom, along=4.0, across=1.0):
    """Return permittivity part, LO frequency, displacement, polarization."""
    matrix, signs = spring_matrix(along, across)
    masses = np.repeat(np.where(signs > 0, mass_mg_u, mass_o_u), 3)
    masses = masses * atomic_mass
    charges_x = np.zeros(24)
    charges_x[0::3] = signs * charge * e
    raw_frequency = active_frequency(matrix, masses, charges_x)
    matrix *= (angular_frequency(wavenumber) / raw_frequency)**2
    cell_volume = (a_angstrom * 1e-10)**3
    shifts = np.linalg.pinv(matrix, rcond=1e-10) @ (charges_x * field)
    assert np.allclose(matrix @ shifts, charges_x * field,
                       rtol=1e-9, atol=1e-9 * charge * e * field)
    polarization = charges_x @ shifts / cell_volume
    shifts_x = shifts[0::3]
    relative = shifts_x[signs > 0].mean() - shifts_x[signs < 0].mean()
    depolarizing = np.outer(charges_x, charges_x)
    depolarizing /= epsilon_0 * eps_inf * cell_volume
    omega_lo = active_frequency(matrix + depolarizing, masses, charges_x)
    return (polarization / (epsilon_0 * field), omega_lo,
            relative, polarization)


inputs = (born_charge, wavenumber_to, lattice_angstrom)
delta_eps = ionic_formula(*inputs)
eps_static = eps_inf + delta_eps
volume = (lattice_angstrom * 1e-10)**3 / 4
reduced_mass = mass_mg_u * mass_o_u / (mass_mg_u + mass_o_u) * atomic_mass
omega_to = angular_frequency(wavenumber_to)
spring = reduced_mass * omega_to**2
electric_stiffness = (born_charge * e)**2 / (epsilon_0 * volume)
displacement = born_charge * e * field / spring
ionic_polarization = born_charge * e * displacement / volume
wavenumber_lo = wavenumber_to * np.sqrt(eps_static / eps_inf)

# The response must agree for two different microscopic spring models.
for along, across in ((4.0, 1.0), (1.0, 0.5)):
    response, omega_lo, relative, polarization = lattice_calculation(
        *inputs, along=along, across=across)
    assert np.isclose(response, delta_eps, rtol=1e-8)
    assert np.isclose(omega_lo, angular_frequency(wavenumber_lo), rtol=1e-8)
    assert np.isclose(relative, displacement, rtol=1e-8, atol=0)
    assert np.isclose(polarization, ionic_polarization, rtol=1e-8, atol=0)

# The posed value is approximate; the lattice parameter is a rough input.
assert abs(response - 6.5) < 0.2
lattice_for_target = lattice_angstrom * (delta_eps / 6.5)**(1 / 3)
target_response = lattice_calculation(
    born_charge, wavenumber_to, lattice_for_target)[0]
assert np.isclose(target_response, 6.5, rtol=1e-8)

# Change one input at a time in the explicit lattice calculation.
changes = []
for position, power in enumerate((2, -2, -3)):
    changed = list(inputs)
    changed[position] *= 1.01
    ratio = lattice_calculation(*changed)[0] / response
    assert np.isclose(ratio, 1.01**power, rtol=1e-8)
    changes.append(100 * (ratio - 1))

wrong_volume = delta_eps * volume / (lattice_angstrom * 1e-10)**3
wrong_frequency = ionic_formula(born_charge, wavenumber_lo, lattice_angstrom)

print(f"Born charge number: {born_charge:.2f}")
print(f"TO wavenumber: {wavenumber_to:.0f} cm^-1")
print(f"Lattice parameter, rough input: {lattice_angstrom:.1f} angstrom")
print(f"Electronic permittivity, rough input: {eps_inf:.0f}")
print(f"Mg atomic mass: {mass_mg_u:.3f} u")
print(f"O atomic mass: {mass_o_u:.3f} u")
print(f"Elementary charge: {e:.6e} C")
print(f"Vacuum permittivity: {epsilon_0:.6e} F/m")
print(f"Atomic mass unit: {atomic_mass:.6e} kg")
print(f"Speed of light: {c:.0f} m/s")
print(f"Volume per ion pair: {volume:.4e} m^3")
print(f"Reduced mass: {reduced_mass:.4e} kg")
print(f"TO angular frequency: {omega_to:.4e} rad/s")
print(f"Short-circuit spring constant: {spring:.2f} N/m")
print(f"Electrostatic stiffness: {electric_stiffness:.1f} N/m")
print(f"Ionic permittivity, formula: {delta_eps:.3f}")
print(f"Ionic permittivity, explicit lattice: {response:.3f}")
print(f"Static permittivity: {eps_static:.2f}")
print(f"LO wavenumber: {wavenumber_lo:.1f} cm^-1")
print(f"Internal field: {field:.1e} V/m")
print(f"Relative ion displacement: {displacement:.3e} m")
print(f"Ionic polarization: {ionic_polarization:.3e} C/m^2")
print(f"Lattice parameter for 6.5: {lattice_for_target:.3f} angstrom")
print(f"Change for Born charge +1%: {changes[0]:+.2f} %")
print(f"Change for TO wavenumber +1%: {changes[1]:+.2f} %")
print(f"Change for lattice parameter +1%: {changes[2]:+.2f} %")
print(f"Wrong result, one pair per cubic cell: {wrong_volume:.2f}")
print(f"Wrong result, LO used for TO: {wrong_frequency:.2f}")
print("all assertions hold")
```

Running it gives:

```
Born charge number: 1.96
TO wavenumber: 400 cm^-1
Lattice parameter, rough input: 4.2 angstrom
Electronic permittivity, rough input: 3
Mg atomic mass: 24.305 u
O atomic mass: 15.999 u
Elementary charge: 1.602177e-19 C
Vacuum permittivity: 8.854188e-12 F/m
Atomic mass unit: 1.660539e-27 kg
Speed of light: 299792458 m/s
Volume per ion pair: 1.8522e-29 m^3
Reduced mass: 1.6021e-26 kg
TO angular frequency: 7.5346e+13 rad/s
Short-circuit spring constant: 90.95 N/m
Electrostatic stiffness: 601.3 N/m
Ionic permittivity, formula: 6.611
Ionic permittivity, explicit lattice: 6.611
Static permittivity: 9.61
LO wavenumber: 716.0 cm^-1
Internal field: 1.0e+08 V/m
Relative ion displacement: 3.453e-13 m
Ionic polarization: 5.854e-03 C/m^2
Lattice parameter for 6.5: 4.224 angstrom
Change for Born charge +1%: +2.01 %
Change for TO wavenumber +1%: -1.97 %
Change for lattice parameter +1%: -2.94 %
Wrong result, one pair per cubic cell: 1.65
Wrong result, LO used for TO: 2.06
all assertions hold
```
